**Effective temperature of a driven vibrational ladder**

The program tests T_eff = ω / [k_B ln(1/r)], where ω is the vibrational quantum, k_B is Boltzmann's constant and r is the ratio of the upward to the downward rate between the same two neighbouring levels. It obtains oscillator levels and coupling strengths by diagonalization on a grid, solves the rate equations, and asserts that the slope of the logarithmic populations gives the temperature of the formula. It also asserts the growth law for the mean number of quanta, the rate ratio of a thermal bath, the sensitivities to ω and r, and the up/down ratio for thermal carriers. For ω = 0.26 eV and r = 0.20 the output gives 1874.7 K by both routes. Using the two rates that leave level 1 would give 3293 K instead. For a Morse curve with the same first quantum and all jumps allowed, the first two rungs have temperatures of 1886 K and 1829 K. Escape from a twelve-level harmonic ladder shifts the temperature by only about −0.0002 K.

## Numerical verification

```python
# Result under test: a vibrational ladder with quantum w, whose opposite rates
# between the same two neighbouring levels have ratio r = up/down < 1, settles
# to a Boltzmann distribution at T_eff = w / (kB ln(1/r)).
# up, down: rates 0->1 and 1->0; gamma: relaxation rate into a cold lattice;
# J: downward rate caused by carriers; s: carrier up/down ratio.
# Energies are in eV, except inside the grid solver (Hartree atomic units).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

kB = const.k / const.e
hbar = const.hbar / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10

quantum = 0.26            # eV
ratio = 0.2
depth = 3.0               # eV, rough Si-H bond depth
gamma = 1.0e9             # 1/s, rough relaxation rate
T_lattice = 300.0         # K
T_hot_lattice = 400.0     # K
carrier_kT = 0.5          # eV, rough hot-carrier thermal energy
mass = (28.0 * 1.008 / (28.0 + 1.008)) * const.atomic_mass / const.m_e


def grid_levels(potential, left, right, count, step=0.03):
    """Levels (eV) and squared coordinate elements relative to the 0-1 one."""
    x = np.arange(left, right, step)
    index = np.arange(len(x))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 6,
                       (1.0 - 2.0 * (np.abs(diff) % 2)) / safe**2)
    energy, states = np.linalg.eigh(kinetic / (mass * step**2)
                                    + np.diag(potential(x)))
    states = states[:, :count]
    element = states.T @ (x[:, None] * states)
    return energy[:count] * hartree, element**2 / element[0, 1]**2


def generator(strength, up, down):
    """Column n holds the rates out of level n."""
    G = np.tril(strength, -1) * up + np.triu(strength, 1) * down
    return G - np.diag(G.sum(axis=0))


def stationary(G):
    A = G.copy()
    A[0, :] = 1.0
    b = np.zeros(len(G))
    b[0] = 1.0
    return np.linalg.solve(A, b)


def temperature(gap, population_ratio):
    return gap / (kB * np.log(1.0 / population_ratio))


def slope_temperature(energy, population):
    slope = np.polyfit(energy[:8], np.log(population[:8]), 1)[0]
    return -1.0 / (kB * slope)


T_eff = temperature(quantum, ratio)
assert abs(T_eff - 1875.0) < 1.0

# Harmonic ladder: coupling rule, steady state and its temperature.
w_au = quantum / hartree
E_h, S_h = grid_levels(lambda x: 0.5 * mass * w_au**2 * x**2, -3.2, 3.2, 16)
for n in range(15):
    assert abs(S_h[n + 1, n] - (n + 1)) < 1e-6
assert np.max(np.abs(np.triu(S_h, 2))) < 1e-8
G_h = generator(S_h, ratio, 1.0)
P_h = stationary(G_h)
levels = np.arange(16)
assert np.allclose(P_h[:8], (1 - ratio) * ratio**levels[:8], rtol=1e-5)
T_slope = slope_temperature(E_h, P_h)
assert abs(T_slope / T_eff - 1) < 1e-5
mean_quanta = ratio / (1 - ratio)
assert abs(levels @ P_h - mean_quanta) < 1e-7

# Growth from the ground state, time measured in 1/down.
start = np.eye(16)[0]
for t in (0.3, 1.0, 3.0):
    mean_now = levels @ (expm(G_h * t) @ start)
    assert abs(mean_now - mean_quanta * (1 - np.exp(-(1 - ratio) * t))) < 1e-6

# A thermal bath at T_eff: absorption and emission strengths by explicit sums.
m = np.arange(200)
weight = np.exp(-m * quantum / (kB * T_eff))
bath_ratio = (m @ weight) / ((m + 1) @ weight)
assert abs(bath_ratio - ratio) < 1e-10

# Error propagation against a finite change of both inputs.
T_per_ratio = T_eff / (ratio * np.log(1 / ratio))
T_per_quantum = T_eff / quantum
h = 1e-5
fd_r = (temperature(quantum, ratio + h) - temperature(quantum, ratio - h)) / (2*h)
fd_q = (temperature(quantum + h, ratio) - temperature(quantum - h, ratio)) / (2*h)
assert abs(fd_r / T_per_ratio - 1) < 1e-6
assert abs(fd_q / T_per_quantum - 1) < 1e-6

# Taking both rates out of level 1 gives a false temperature.
same_level_ratio = ratio * S_h[2, 1] / S_h[0, 1]
T_false = temperature(quantum, same_level_ratio)
assert T_false > 1.5 * T_eff

# Carrier up/down ratio by quadrature over a band with sqrt(E) state density.
top = 40 * carrier_kT
absorb = quad(lambda E: np.exp(-E / carrier_kT) * np.sqrt(E * (E + quantum)),
              0, top, limit=300)[0]
excite = quad(lambda E: np.exp(-E / carrier_kT) * np.sqrt(E * (E - quantum)),
              quantum, top + quantum, limit=300)[0]
s_hot = excite / absorb
assert abs(s_hot - np.exp(-quantum / carrier_kT)) < 1e-5


def occupation(T):
    return 1.0 / np.expm1(quantum / (kB * T))


def needed_drive(s, T):
    N = occupation(T)
    return gamma * (ratio * (N + 1) - N) / (s - ratio)


def driven_rates(s, J, T):
    N = occupation(T)
    return gamma * N + s * J, gamma * (N + 1) + J


J_equal = needed_drive(1.0, T_lattice)
J_hot = needed_drive(s_hot, T_lattice)
J_400 = needed_drive(1.0, T_hot_lattice)
for s, J, T in ((1.0, J_equal, T_lattice), (s_hot, J_hot, T_lattice),
                (1.0, J_400, T_hot_lattice)):
    up, down = driven_rates(s, J, T)
    P = stationary(generator(S_h, up / gamma, down / gamma))
    assert abs(slope_temperature(E_h, P) / T_eff - 1) < 1e-5
# Carriers colder than T_eff cannot reach the ratio, however strong the drive.
s_cold = np.exp(-quantum / (kB * 0.9 * T_eff))
up, down = driven_rates(s_cold, 1e4 * gamma, T_lattice)
P = stationary(generator(S_h, up / down, 1.0))
assert slope_temperature(E_h, P) < T_eff
up_rate, down_rate = driven_rates(1.0, J_equal, T_lattice)
settling_time = 1.0 / (down_rate - up_rate)
level_width = hbar * (down_rate + 2 * up_rate)
assert level_width < 1e-3 * quantum

# Morse curve with the same first quantum and the stated depth.
anh = brentq(lambda y: (quantum + 2 * y)**2 / (4 * depth) - y, 0, 0.03)
w_e = quantum + 2 * anh
D_au = depth / hartree
a_au = (w_e / hartree) * np.sqrt(mass / (2 * D_au))
E_m, S_m = grid_levels(lambda x: D_au * (1 - np.exp(-a_au * x))**2, -1.5, 7, 12)
gaps = np.diff(E_m)
assert np.allclose(gaps[:6], w_e - 2 * anh * np.arange(1, 7), atol=1e-6)
neighbours = np.triu(np.tril(S_m, 1), -1)
P_near = stationary(generator(neighbours, ratio, 1.0))
assert np.allclose(P_near[1:6] / P_near[:5], ratio, rtol=1e-6)
T_near_second = temperature(gaps[1], P_near[2] / P_near[1])
P_all = stationary(generator(S_m, ratio, 1.0))
T_all_first = temperature(gaps[0], P_all[1] / P_all[0])
T_all_second = temperature(gaps[1], P_all[2] / P_all[1])
P_short = stationary(generator(S_m[:9, :9], ratio, 1.0))
T_short = temperature(gaps[0], P_short[1] / P_short[0])
assert abs(T_short / T_all_first - 1) < 1e-3
assert abs(T_all_first / T_eff - 1) < 0.05

# Bond breaking: escape by one more upward step from a finite harmonic ladder.
rungs = int(np.ceil((depth - quantum / 2) / quantum))
G_open = generator(S_h[:rungs, :rungs], ratio, 1.0)
G_open[-1, -1] -= rungs * ratio
values, vectors = np.linalg.eig(G_open)
slow = np.argmax(values.real)
escape = -values[slow].real
open_ratio = (vectors[1, slow] / vectors[0, slow]).real
assert escape > 0
assert abs((ratio - open_ratio) / escape - 1) < 1e-3
T_escape_shift = temperature(quantum, open_ratio) - T_eff
assert abs(T_escape_shift) < 0.1


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("vibrational quantum", f"{quantum:.2f}", "eV")
show("up/down rate ratio, same level pair", f"{ratio:.2f}")
show("Boltzmann constant", f"{kB:.6e}", "eV/K")
show("ln(1/ratio)", f"{np.log(1 / ratio):.5f}")
show("effective temperature, formula", f"{T_eff:.1f}", "K")
show("effective temperature, from population slope", f"{T_slope:.1f}", "K")
show("kB times effective temperature", f"{kB * T_eff:.4f}", "eV")
for n in range(4):
    show(f"steady population of level {n}", f"{P_h[n]:.4f}")
show("mean number of quanta", f"{mean_quanta:.3f}")
show("mean energy above ground level", f"{mean_quanta * quantum:.4f}", "eV")
show("temperature change for ratio +0.01", f"{0.01 * T_per_ratio:.1f}", "K")
show("temperature change for quantum +0.01 eV", f"{0.01*T_per_quantum:.1f}", "K")
show("ratio of the two rates out of level 1", f"{same_level_ratio:.3f}")
show("false temperature from that ratio", f"{T_false:.0f}", "K")
show("relaxation rate (rough input)", f"{gamma:.1e}", "1/s")
show("lattice temperature", f"{T_lattice:.0f}", "K")
show("thermal occupation at 300 K", f"{occupation(T_lattice):.2e}")
show("carrier rate needed, equal up and down", f"{J_equal:.3e}", "1/s")
show("total upward rate 0 to 1", f"{up_rate:.3e}", "1/s")
show("total downward rate 1 to 0", f"{down_rate:.3e}", "1/s")
show("settling time", f"{settling_time * 1e9:.3f}", "ns")
show("carrier thermal energy (rough input)", f"{carrier_kT:.2f}", "eV")
show("carrier up/down ratio at that energy", f"{s_hot:.4f}")
show("downward carrier rate then needed", f"{J_hot:.3e}", "1/s")
show("thermal occupation at 400 K", f"{occupation(T_hot_lattice):.2e}")
show("carrier rate needed at 400 K, equal case", f"{J_400:.3e}", "1/s")
show("lifetime width of level 1", f"{level_width:.2e}", "eV")
show("bond depth (rough input)", f"{depth:.1f}", "eV")
show("Morse range parameter", f"{a_au / bohr:.3f}", "1/angstrom")
show("Morse second quantum", f"{gaps[1]:.4f}", "eV")
show("second-rung temperature, neighbour jumps", f"{T_near_second:.0f}", "K")
show("0-2 strength relative to 0-1", f"{S_m[2, 0]:.4f}")
show("first-rung temperature, all jumps", f"{T_all_first:.0f}", "K")
show("second-rung temperature, all jumps", f"{T_all_second:.0f}", "K")
show("level-5 population, all jumps/neighbour jumps",
     f"{P_all[5] / P_near[5]:.2f}")
show("levels in finite harmonic ladder", rungs)
show("escape rate from that ladder", f"{escape * down_rate:.1f}", "1/s")
show("temperature shift from escape", f"{T_escape_shift:.1e}", "K")
print("checks complete")
```

Printed output:

```
vibrational quantum: 0.26 eV
up/down rate ratio, same level pair: 0.20
Boltzmann constant: 8.617333e-05 eV/K
ln(1/ratio): 1.60944
effective temperature, formula: 1874.7 K
effective temperature, from population slope: 1874.7 K
kB times effective temperature: 0.1615 eV
steady population of level 0: 0.8000
steady population of level 1: 0.1600
steady population of level 2: 0.0320
steady population of level 3: 0.0064
mean number of quanta: 0.250
mean energy above ground level: 0.0650 eV
temperature change for ratio +0.01: 58.2 K
temperature change for quantum +0.01 eV: 72.1 K
ratio of the two rates out of level 1: 0.400
false temperature from that ratio: 3293 K
relaxation rate (rough input): 1.0e+09 1/s
lattice temperature: 300 K
thermal occupation at 300 K: 4.29e-05
carrier rate needed, equal up and down: 2.500e+08 1/s
total upward rate 0 to 1: 2.500e+08 1/s
total downward rate 1 to 0: 1.250e+09 1/s
settling time: 1.000 ns
carrier thermal energy (rough input): 0.50 eV
carrier up/down ratio at that energy: 0.5945
downward carrier rate then needed: 5.069e+08 1/s
thermal occupation at 400 K: 5.30e-04
carrier rate needed at 400 K, equal case: 2.495e+08 1/s
lifetime width of level 1: 1.15e-06 eV
bond depth (rough input): 3.0 eV
Morse range parameter: 1.696 1/angstrom
Morse second quantum: 0.2476 eV
second-rung temperature, neighbour jumps: 1786 K
0-2 strength relative to 0-1: 0.0119
first-rung temperature, all jumps: 1886 K
second-rung temperature, all jumps: 1829 K
level-5 population, all jumps/neighbour jumps: 1.42
levels in finite harmonic ladder: 12
escape rate from that ladder: 38.4 1/s
temperature shift from escape: -1.8e-04 K
checks complete
```
